# The Exchange Derivative Discontinuity and the Hartree-Fock Gap

## 1. Two gaps from one exchange energy

Take an insulator with $N$ electrons and treat it with exchange but no correlation. There are two natural ways to do so. In Hartree-Fock (HF) theory the orbitals feel a nonlocal exchange operator. In the optimized effective potential (OEP) method the energy expression is the same, but the orbitals must come from a local potential. The two total energies can be close, as in the example below, where they differ by less than 0.001 hartree out of about 12.8. Yet the HF gap there is 1.46 hartree and the OEP gap 0.92 hartree.

The gap concerns the addition and removal of an electron, and a local potential that is right at fixed electron number need not be right when the number changes. The derivative of the exchange energy with respect to the density can jump by a constant as $N$ passes through an integer. These notes derive that constant, $\Delta_x$, and show why the OEP gap plus $\Delta_x$ lies close to the HF gap.

## 2. Setting and conventions

Hartree atomic units and real orbitals are used. The one-electron operator is $h=T+v_{\rm ext}$ and the repulsion is $w(x,y)$. The number $N$ is even and the lowest $N/2$ orbitals are doubly occupied. Indices $i$ denote occupied orbitals, $a$ empty ones, $p,q$ any. The highest occupied orbital $H$ and the lowest empty one $L$ are non-degenerate, discrete levels. Define

$$\gamma(x,y)=2\sum_i\varphi_i(x)\varphi_i(y),\qquad n(x)=\gamma(x,x),$$

$$v_H(x)=\int w(x,y)n(y)\,dy,\qquad K(x,y)=-\tfrac12\gamma(x,y)w(x,y).$$

The factor $\tfrac12$ in $K$ arises because exchange acts between equal spins and $\gamma$ sums over both. The determinant $\Phi_N$ has the energy

$$E[\Phi_N]=\mathrm{tr}(h\gamma)+U[n]-\tfrac14\iint\gamma^2w,\qquad U[n]=\tfrac12\iint n(x)w(x,y)n(y).$$

Varying $\gamma$ gives $\delta U=\int v_H\,\delta n$. The exchange term changes by $-\tfrac12\iint\gamma w\,\delta\gamma=\mathrm{tr}(K\delta\gamma)$. Hence

$$\delta E=\mathrm{tr}(F\delta\gamma),\qquad F=h+v_H+K. \tag{1}$$

## 3. The OEP equation

The OEP orbitals are eigenfunctions, with energies $\varepsilon_p$, of

$$h_s=h+v_H+v_x,$$

with a local $v_x(x)$ chosen so that $E[\Phi_N]$ is stationary under every change $\delta v(x)$ of the total local potential. First-order perturbation theory gives

$$\delta\varphi_i=\sum_a\varphi_a\frac{\langle a|\delta v|i\rangle}{\varepsilon_i-\varepsilon_a}+(\text{occupied orbitals}).$$

Mixing among occupied orbitals is a rotation of the occupied space and leaves $\gamma$ unchanged. Therefore

$$\delta\gamma(x,y)=2\sum_{ia}\frac{\langle a|\delta v|i\rangle}{\varepsilon_i-\varepsilon_a}\left[\varphi_a(x)\varphi_i(y)+\varphi_i(x)\varphi_a(y)\right]. \tag{2}$$

Let $D=K-v_x=F-h_s$. Since $h_s$ has no matrix element between different eigenfunctions, $\langle i|F|a\rangle=D_{ia}$. Inserting (2) into (1), where the two terms in brackets contribute equally, gives

$$\delta E=4\sum_{ia}\frac{D_{ia}\langle a|\delta v|i\rangle}{\varepsilon_i-\varepsilon_a}.$$

This must vanish for every $\delta v(x)$, so

$$\sum_{ia}\frac{D_{ia}}{\varepsilon_i-\varepsilon_a}\,\varphi_i(x)\varphi_a(x)=0\quad\text{for all }x. \tag{3}$$

Adding a constant $c$ to $v_x$ changes no $D_{ia}$, because $\langle i|a\rangle=0$. At fixed $N$ the constant in $v_x$ is thus free. I assume that it is the only freedom, meaning that no other change of the potential leaves the density unchanged to first order.

## 4. Exchange energy at fractional electron number

To differentiate with respect to the number we need $E_x[n]$ for $N\pm\omega$ electrons, $0\le\omega<1$. Such a state is an ensemble: a weight $1-\omega$ of $\Phi_N$ and a weight $\omega$ of $\Phi_{N\pm1}$, all built from the orbitals of one local potential that reproduces $n$. With $W[\Phi]$ the expectation value of the repulsion, define

$$E_x[n]=(1-\omega)W[\Phi_N]+\omega W[\Phi_{N\pm1}]-U[n]. \tag{4}$$

The odd electron may have either spin with the same energy; an equal mixture keeps the ensemble unpolarized.

**Adding an electron to $L$.** It repels all $N$ others, which gives $\langle L|v_H|L\rangle$. It exchanges with the $N/2$ electrons of its own spin, which gives

$$-\sum_i\iint\varphi_L(x)\varphi_i(x)w\,\varphi_i(y)\varphi_L(y)=\langle L|K|L\rangle.$$

So $W[\Phi_{N+1}]-W[\Phi_N]=\langle L|v_H+K|L\rangle$.

**Removing an electron from $H$.** Let $J_{HH}=\iint\varphi_H^2(x)w\,\varphi_H^2(y)$. The removed electron had the repulsion $\langle H|v_H|H\rangle-J_{HH}$ with the others, because $v_H$ contains the electron itself. Its exchange with the others was $\langle H|K|H\rangle+J_{HH}$, because $K$ contains its own term $-J_{HH}$. The self-terms cancel, and

$$W[\Phi_{N-1}]-W[\Phi_N]=-\langle H|v_H+K|H\rangle.$$

## 5. The jump

Consider a small density change with $\int\delta n=+\omega$. To first order it consists of a response to a potential change $\delta v$ at fixed occupation and of the added electron:

$$\delta n=\delta n_v+\omega\varphi_L^2. \tag{5}$$

The first part conserves the number, and there $E_x=-\tfrac14\iint\gamma^2w$ changes by $\mathrm{tr}(K\delta\gamma)$. By (2),

$$\mathrm{tr}(K\delta\gamma)-\int v_x\,\delta n_v=4\sum_{ia}\frac{D_{ia}\langle a|\delta v|i\rangle}{\varepsilon_i-\varepsilon_a}=0,$$

where the last step is (3). So this part contributes $\int v_x\delta n_v$. The second part contributes, by (4),

$$\omega\langle L|v_H+K|L\rangle-\omega\langle L|v_H|L\rangle=\omega\langle L|K|L\rangle,$$

where the subtracted term is the first-order change of $U$. Adding both and eliminating $\delta n_v$ with (5):

$$\delta E_x=\int v_x\left(\delta n-\omega\varphi_L^2\right)+\omega\langle L|K|L\rangle=\int v_x\,\delta n+\omega\,C_+,\qquad C_+=\langle L|K-v_x|L\rangle.$$

Because $\omega=\int\delta n$, this equals $\int(v_x+C_+)\,\delta n$. The derivative from above is therefore $v_x^+(x)=v_x(x)+C_+$.

For removal, $\delta n=\delta n_v-\omega\varphi_H^2$ and $\int\delta n=-\omega$. The same steps give

$$\delta E_x=\int v_x\,\delta n-\omega\,C_-=\int(v_x+C_-)\,\delta n,\qquad C_-=\langle H|K-v_x|H\rangle.$$

The two derivatives differ by a constant in space,

$$\boxed{\Delta_x=v_x^+-v_x^-=\langle L|K-v_x|L\rangle-\langle H|K-v_x|H\rangle.} \tag{6}$$

Replacing $v_x$ by $v_x+c$ lowers both $C_+$ and $C_-$ by $c$. The potentials $v_x^\pm$ and the jump do not change. One possible choice is $\langle H|v_x|H\rangle=\langle H|K|H\rangle$, that is, $v_x=v_x^-$. Then $C_-=0$ and the LUMO term alone gives $\Delta_x$. With any other choice both terms are needed.

The argument requires $\delta n$ to be a small perturbation of $n$ everywhere. In the far tail of an atom, where $\omega\varphi_L^2$ can exceed the density of the $N$ electrons, it does not apply at fixed $\omega$.

## 6. What the corrected gap is

From $F=h_s+D$ follows $\langle p|F|p\rangle=\varepsilon_p+D_{pp}$. Taking the difference between $L$ and $H$,

$$\varepsilon_L-\varepsilon_H+\Delta_x=\langle L|F|L\rangle-\langle H|F|H\rangle. \tag{7}$$

The right side also has a meaning in total energies. Adding the one-electron terms to the results of section 4 gives $E[\Phi_{N+1}]-E[\Phi_N]=\langle L|F|L\rangle$ and $E[\Phi_{N-1}]-E[\Phi_N]=-\langle H|F|H\rangle$. Hence

$$\varepsilon_L-\varepsilon_H+\Delta_x=E[\Phi_{N+1}]+E[\Phi_{N-1}]-2E[\Phi_N], \tag{8}$$

with all three determinants built from the same OEP orbitals. The HF gap is the same expression evaluated with HF orbitals. Whatever separates the two gaps comes from the difference between the two sets of orbitals.

## 7. Why the HF gap is nearly recovered

Multiply the repulsion by a strength $\lambda$, keep $v_{\rm ext}$ fixed, and suppose that the gap stays open at $\lambda=0$. Then $K$ is of order $\lambda$, and so is $v_x$, since (3) is a linear equation for $v_x$ with $K$ as its source. Thus $D$ and in general $\Delta_x$ are of order $\lambda$.

Let $\delta\gamma=\gamma_{\rm HF}-\gamma_{\rm OEP}$, and let $\delta v_H$ and $\delta K$ be the changes it causes. The HF operator is

$$F_{\rm HF}=h_s+D+\delta v_H+\delta K.$$

The last two terms contain $w$ times $\delta\gamma$ and are at least of order $\lambda^2$. To first order the orbitals are therefore changed by $D$ alone, and (2) with $D$ in place of $\delta v$ gives

$$\delta\gamma^{(1)}(x,y)=2\sum_{ia}\frac{D_{ia}}{\varepsilon_i-\varepsilon_a}\left[\varphi_a(x)\varphi_i(y)+\varphi_i(x)\varphi_a(y)\right].$$

On the diagonal $y=x$ this is four times the left side of (3), which is zero. The HF and OEP densities agree to first order although the density matrices do not. So $\delta n=O(\lambda^2)$ and $\delta v_H=O(\lambda^3)$, while $\delta K=-\tfrac12\delta\gamma^{(1)}w$ is of order $\lambda^2$. Second-order perturbation theory for a level $p$ then reads

$$\varepsilon_p^{\rm HF}=\varepsilon_p+D_{pp}+S_p+O(\lambda^3),\qquad S_p=\sum_{q\ne p}\frac{D_{pq}^2}{\varepsilon_p-\varepsilon_q}+\langle p|\delta K|p\rangle. \tag{9}$$

The first two terms are $\langle p|F|p\rangle$. The remaining error of the corrected gap is

$$R=(\varepsilon_L^{\rm HF}-\varepsilon_H^{\rm HF})-(\varepsilon_L-\varepsilon_H+\Delta_x)=S_L-S_H+O(\lambda^3). \tag{10}$$

The correction $\Delta_x$ is of first order and the error is of second. This is the sense of "nearly".

## 8. A limiting case: two electrons

For $N=2$ the one occupied orbital is $H$, so $\gamma(x,y)=2\varphi_H(x)\varphi_H(y)$ and $n=2\varphi_H^2$. Then

$$K\varphi_H(x)=-\varphi_H(x)\int w(x,y)\varphi_H^2(y)\,dy=-\tfrac12v_H(x)\varphi_H(x).$$

The choice $v_x=-\tfrac12v_H$ makes $D\varphi_H=0$, so every $D_{Ha}$ vanishes, (3) holds, and $C_-=0$. Moreover $F\varphi_H=h_s\varphi_H$: the OEP orbital also solves the HF equation. With

$$J=\iint\varphi_H^2(x)w\,\varphi_L^2(y),\qquad X=\iint\varphi_H(x)\varphi_L(x)w\,\varphi_H(y)\varphi_L(y),$$

one has $\langle L|K|L\rangle=-X$ and $\langle L|v_x|L\rangle=-J$, hence

$$\Delta_x=J-X=\tfrac12\iint\left[\varphi_H(x)\varphi_L(y)-\varphi_L(x)\varphi_H(y)\right]^2w(x,y)>0$$

for a positive $w$. Expanding the square gives $J$ twice and $-2X$, which confirms the second form. The jump is the repulsion between two electrons of equal spin in $H$ and $L$.

Here $F$ is the same operator in both theories. Its lowest eigenvalue in the space orthogonal to $\varphi_H$ cannot exceed $\langle L|F|L\rangle$, so $R\le0$: the corrected gap is an upper bound to the HF gap for this solution. For more electrons $\delta K$ enters, and this argument gives no sign.

## 9. Worked example: a model insulator on a ring

**The model.** A ring has 6 cells of length $a=4$ bohr, so its circumference is $\ell=24$ bohr, and holds 12 electrons. The potential is $v_{\rm ext}=-V\cos(2\pi x/a)$ with $V=1$ hartree. The repulsion is $w=\lambda/\sqrt{b^2+d^2}$ with $b=1$ bohr, $\lambda=1$, and the chord distance $d=(\ell/\pi)|\sin(\pi(x-y)/\ell)|$. There is no positive background. A uniform one would shift all levels equally and leave the gaps alone. It would change the total energy, which is positive here. Six doubly occupied orbitals fill the lowest band. The constant in $v_x$ is fixed by zero average over the ring.

**The jump.** In hartree, the two constants are

$$C_-=-0.8074-(-0.1238)=-0.6836,$$
$$C_+=-0.1047-0.0421=-0.1468,$$

and therefore

$$\Delta_x=-0.1468+0.6836=0.5368\ \text{hartree}\ (14.6\ \text{eV}).$$

The nonlocal operator lowers $H$ by 0.70 hartree more than $L$, while the local potential lowers it by 0.17 hartree more. The difference of these differences is the jump. With zero average in $v_x$, the LUMO term alone would have given the wrong sign.

**The gap.** The corrected OEP gap is

$$0.9214+0.5368=1.4582\ \text{hartree}\ (39.7\ \text{eV}),$$

against a HF gap of 1.4565 hartree (39.6 eV). The error is $R=-0.0016$ hartree, which is 0.11 % of the HF gap and 0.3 % of $\Delta_x$. The frozen-orbital energy difference (8), computed from explicit determinants, gives the same 1.4582 hartree.

**The jump from its definition.** Equation (6) was tested without using its matrix elements. A density $\omega g(x)$ with $\int g=1$ was added to or taken from $n$, the local potential belonging to the new density was found, and $E_x$ was evaluated from (4). According to section 5 the slopes at $\omega\to0$ should be $C_\pm+\int v_xg$. For uniform $g$ the integral vanishes by the choice of constant, and the slopes are $-0.1468$ and $-0.6836$ hartree. A second shape, $g=[1+\tfrac12\cos(2\pi x/\ell)]/\ell$, also has a vanishing integral, because $v_x$ repeats from cell to cell. Its jump agrees with the first to about $3\times10^{-6}$ hartree. Symmetry requires this agreement: $n$, $\varphi_H^2$ and $\varphi_L^2$ repeat from cell to cell, so neither one-sided derivative can contain the long-wave cosine. The second shape therefore checks the numerical procedure. That the jump is constant within a cell follows from the derivation in section 5 and was not tested separately.

**Stationarity.** For three trial changes of the local potential, the largest energy derivative at the OEP is $3\times10^{-11}$. Two of the changes repeat from cell to cell and test $v_x$. The third contains only longer waves, and its derivative vanishes by symmetry. With $v_x$ left out of the potential, the derivative along one of the two periodic changes is 0.67, so the test can distinguish a right potential from a wrong one.

## 10. Reading the remaining error

At $\lambda=1$ the two parts of $S_L-S_H$ are $-0.0033$ hartree from the level shifts and $+0.0021$ hartree from the change of the exchange operator. They partly cancel and leave $-0.0013$ hartree (computed from unrounded values), about three quarters of the actual error. The rest is of third and higher order.

At weak repulsion the formula can be tested in its own regime. For $\lambda=0.04$ the error is $-2.592\times10^{-6}$ hartree and the estimate $-2.565\times10^{-6}$, a deviation of 1.0 % of the error. For $\lambda=0.02$ the deviation is 0.5 %. It halves with $\lambda$, as a third-order remainder should. Between these two strengths the measured powers of $\lambda$ are 1.00 for $\Delta_x$ and 2.00 for the error. They are also 1.00 for the difference of the density matrices and 2.00 for that of the densities. The last pair confirms the role of the OEP equation in section 7.

A deeper potential, $V=2$ hartree, gives

$$1.6750+0.6341=2.3091\ \text{hartree}$$

against a HF gap of 2.3061 hartree. The error, $-0.0030$ hartree, is 0.13 % of the HF gap. It is larger than before, both in hartree and relative to the gap, although the gap itself has grown. Larger denominators in (9) do not guarantee a smaller error, since the matrix elements of $D$ and the cancellation between the two parts of the error can change as well. Here the cancellation is what changes: at $V=2$ the level part of $S_L-S_H$ is $-0.0031$ hartree and the exchange part only $+0.0003$ hartree. The error has no fixed sign or size in this model. For shallower potentials the exchange part dominates, and $R$ is $+0.0032$ hartree (0.34 % of the HF gap) at $V=0.5$ and $+0.010$ hartree (1.8 %) at $V=0.2$. The small error at $V=1$ is thus partly due to a change of sign between $V=0.5$ and $V=1$.

## 11. Where the result fails

Equation (6) rests on a non-degenerate $H$ and $L$ and on the ensemble definition (4). The closeness to HF needs more.

- **The gap must stay open.** If levels coupled by $D$ approach each other, the denominators in (9) become small and the expansion loses its basis.
- **The HF LUMO must correspond to the OEP LUMO.** In the example their overlap is 0.999. In a neutral atom the OEP can have a bound LUMO while the lowest empty HF states lie in the continuum. Then no discrete HF level develops from $L$, and (9) does not apply. Equations (7) and (8) still hold for the OEP orbitals, but their value need not be near the HF gap.
- **The HF gap is not the physical gap.** Correlation is absent from both sides of the comparison, and so is the relaxation of the orbitals after an electron is added or removed. Agreement with HF says nothing about agreement with a measurement.

The values above belong to a ring of six cells; no limit of an infinite chain was taken. They depend on the ring size in the third decimal: for 4, 6 and 12 cells $\Delta_x$ is 0.542, 0.537 and 0.534 hartree and the HF gap 1.460, 1.457 and 1.455 hartree, while $R$ stays between $-0.0017$ and $-0.0016$ hartree. Refining the grid from 16 to 20 points per cell changes $\Delta_x$ by $2\times10^{-7}$ hartree. The main values for the six-cell ring at $V=1$ and $V=2$ hartree are in the numerical output below.

## Table of computed values

```
cells 6, electrons 12, cell length 4.0 bohr, softening 1.0 bohr
grid points 96, spacing 0.250 bohr
Main case, V = 1 hartree, interaction strength 1 (energies in hartree)
<H|K|H>                     -0.807367
<H|v_x|H>                   -0.123811
<L|K|L>                     -0.104714
<L|v_x|L>                   0.042050
C- = <H|K-v_x|H>            -0.683557
C+ = <L|K-v_x|L>            -0.146764
Delta_x                     0.536792  = 14.607 eV
OEP gap                     0.921404  = 25.073 eV
OEP gap + Delta_x           1.458196  = 39.680 eV
HF gap                      1.456548  = 39.635 eV
HF gap - (OEP gap+Delta_x)  -0.001648
same, in percent of HF gap  -0.113 %
second-order estimate       -0.001274
  part from level shifts    -0.003336
  part from exchange change 0.002061
frozen-orbital E(N+1)+E(N-1)-2E(N)  1.458196
total energy OEP            12.807912
total energy HF             12.807187
overlap of OEP and HF HOMO  0.999995
overlap of OEP and HF LUMO  0.999277
One-sided slopes of E_x[n + omega g] (hartree)
uniform    above -0.146764 below -0.683557 jump 0.536792
modulated  above -0.146764 below -0.683559 jump 0.536795
Energy derivative along a change of the local potential (dimensionless)
largest at the OEP 2.9e-11, with v_x left out 0.6656
Weak interaction (hartree)
strength 0.04: Delta_x 2.1660e-02 error -2.5915e-06 estimate -2.5646e-06
strength 0.02: Delta_x 1.0832e-02 error -6.4730e-07 estimate -6.4393e-07
Measured order in the interaction strength
Delta_x 1.000, gap error 2.001
density matrix difference 0.996, density difference 1.997
Deeper potential, V = 2 hartree (hartree)
OEP gap 1.675002, Delta_x 0.634051
HF gap 2.306085, remaining error -0.002968
change of Delta_x with 20 points per cell 1.7e-07 hartree
```
